# One-sixth-power growth of interface traps in the reaction-diffusion model

A silicon p-channel transistor is held near 400 K with its gate strongly negative. Holes gather at the boundary between silicon and oxide, and the threshold voltage drifts. One proposed cause is the loss of hydrogen from silicon atoms at that boundary. Each broken Si-H bond leaves a dangling bond, an interface trap. If every intact bond broke at a fixed rate, traps would at first grow in proportion to time. The question is what could slow the growth to a small power of time, and what fixes that power.

In the reaction-diffusion model the released hydrogen can return and repair the bond, so damage lasts only as far as hydrogen moves away. I work this out first for atoms, then for molecules. The results are properties of the model; whether a device obeys it is a separate question, taken up with the numbers. Lengths are in cm and times in s unless another unit is shown.

## Bond balance and hydrogen uptake

Let $N(t)$ be the density of broken bonds per area, with $N(0)=0$, and $N_0$ the initial density of intact bonds. Atomic hydrogen has density $h(x,t)$ at distance $x$ from the interface, and $h_0(t)=h(0,t)$. At fixed field, temperature and hole density, the net rate of the breaking reaction is

$$r_1=k_F(N_0-N)-k_R N h_0 .$$

In quasi-equilibrium $r_1$ is much smaller than either of its two terms, so they nearly cancel. With $\kappa=k_F/k_R$, a density per volume,

$$h_0=\kappa\,\frac{N_0-N}{N}\simeq\frac{\kappa N_0}{N}\qquad(N\ll N_0).$$

More broken bonds mean less free hydrogen at the interface, because there are more sites to capture it.

The second ingredient is how much of a diffusing species enters a deep medium when its surface density $c_0(t)$ is known. For constant diffusivity $D$ and an empty start, $\partial c/\partial t=D\,\partial^2c/\partial x^2$. A Laplace transform in time, marked by a hat, gives $p\hat c=D\hat c''$. The solution that stays finite at large $x$ is

$$\hat c(x,p)=\hat c_0(p)\,e^{-x\sqrt{p/D}} .$$

Integrating over $x$ gives the content $M=\int_0^\infty c\,dx$:

$$\hat M=\sqrt{D/p}\;\hat c_0,\qquad
M(t)=\sqrt{\frac D\pi}\int_0^t\frac{c_0(s)}{\sqrt{t-s}}\,ds .$$

The second form follows because $p^{-1/2}$ is the transform of $1/\sqrt{\pi t}$.

For $c_0=Ct^{-m}$ with $m<1$, $\hat c_0=C\,\Gamma(1-m)p^{m-1}$. Hence $\hat M=C\sqrt D\,\Gamma(1-m)p^{m-3/2}$, and inversion gives

$$M=C\sqrt D\,\frac{\Gamma(1-m)}{\Gamma(3/2-m)}\,t^{1/2-m}. \tag{1}$$

The limit $m=0$, a constant surface density, gives $M=2C\sqrt{Dt/\pi}$, the familiar square-root uptake.

## The simple case: atoms diffuse

Suppose hydrogen stays atomic, with diffusivity $D_H$. Each broken bond has released one atom, so $N=\int h\,dx$. Try $N=At^n$. The balance gives $h_0=(\kappa N_0/A)t^{-n}$, so (1) applies with $m=n$. Equality of the powers requires

$$n=\tfrac12-n\quad\Rightarrow\quad n=\tfrac14,$$

and equality of the coefficients gives $A^2=\kappa N_0\sqrt{D_H}\,\Gamma(3/4)/\Gamma(5/4)$.

The exponent is below one half because the surface density falls as traps accumulate. A numerical integration of the rate and diffusion equations, with conversion to molecules switched off and recapture made fast, gives a local exponent $d\ln N/d\ln t=0.250$ at 1000 s.

## The general case: molecules diffuse

Now let H$_2$, of density $c(x,t)$ and diffusivity $D$, carry the hydrogen. There are two ways to form it at the interface. In pairing, $2\mathrm H\leftrightarrow\mathrm H_2$, equilibrium means

$$c_0=K h_0^2,$$

where $K$ has the unit of volume. In pick-up, a free atom takes the hydrogen of an intact bond: $\mathrm H+\mathrm{SiH}\leftrightarrow\mathrm{Si}^*+\mathrm H_2$, where Si$^*$ is a broken bond. Its net rate is

$$r_2=k_a h_0(N_0-N)-k_b N c_0 .$$

Pick-up is the sum of bond breaking and pairing: break the bond, then join the two atoms. Detailed balance at fixed hole density therefore requires $k_a/k_b=K\kappa$. Setting $r_2\simeq0$ and using the bond balance,

$$c_0=K\kappa\,h_0\,\frac{N_0-N}{N}=K\kappa^2\left(\frac{N_0-N}{N}\right)^2 .$$

Pairing gives the same expression, since $K h_0^2=K\kappa^2(N_0-N)^2/N^2$. The route affects how fast equilibrium is reached, not the equilibrium itself. For few broken bonds,

$$N^2c_0=S,\qquad S=K\kappa^2N_0^2 . \tag{2}$$

Each molecule holds hydrogen from two bonds. If little hydrogen is stored as atoms, $N=2\int c\,dx$.

Insert $N=At^n$ into (2): $c_0=SA^{-2}t^{-2n}$. Equation (1), with $m=2n$ and $C=SA^{-2}$, then gives

$$At^n=2SA^{-2}\sqrt D\,
\frac{\Gamma(1-2n)}{\Gamma(3/2-2n)}\,t^{1/2-2n}.$$

The powers agree if $3n=1/2$. Thus $n=1/6$, the Gamma functions become $\Gamma(2/3)$ and $\Gamma(7/6)$, and multiplication by $A^2$ gives $A^3$. The result is

$$\boxed{N(t)=\left[2\,\frac{\Gamma(2/3)}{\Gamma(7/6)}\,K\kappa^2N_0^2\right]^{1/3}(Dt)^{1/6}} \tag{3}$$

The square in (2) makes the difference from the atomic case. Doubling $N$ halves the atomic density at the interface but quarters the molecular density, so the supply to the medium falls more steeply and growth is slower.

The effective depth of the stored hydrogen is

$$\frac{N}{2c_0}=\frac{\Gamma(2/3)}{\Gamma(7/6)}\sqrt{Dt}=1.4596\sqrt{Dt}.$$

Equation (3) also shows how the stress enters. If field or temperature raises $\kappa$ eightfold with all else fixed, $N$ rises by $8^{2/3}=4$.

## Could another solution start from the same state?

A trial power that fits is a solution, but it need not be the only one. Take two solutions of the quasi-equilibrium problem. Let $g$ be the difference of their surface densities, assumed square-integrable over the stress time $T$, and $d$ the difference of their trap densities. Since $c_0=S/N^2$ decreases with $N$, $g$ and $d$ have opposite signs, so $gd\le0$. The uptake relation is linear, hence

$$\int_0^T g\,d\,dt
=2\sqrt{\frac D\pi}\int_0^T\!dt\int_0^t\!ds\,\frac{g(t)g(s)}{\sqrt{t-s}}
=\sqrt{\frac D\pi}\int_0^T\!\!\int_0^T\frac{g(t)g(s)}{\sqrt{|t-s|}}\,ds\,dt .$$

The last step extends a symmetric integrand from the triangle $s<t$ to the square and halves the factor. The Fourier transform of $|t|^{-1/2}$ is $\sqrt{2\pi/|\omega|}$, which is positive. By Parseval's relation the right side is therefore positive unless $g=0$. The left side cannot be positive, so $g=0$ and the solutions coincide. The surface density of (3), proportional to $t^{-1/3}$, belongs to the allowed class.

## The early limit

Equation (3) has an infinite slope at $t=0$, whereas a reaction has a finite rate. Quasi-equilibrium must therefore fail at first. With pick-up as the conversion route, the full equations are

$$\frac{dN}{dt}=r_1+r_2,$$

with atoms entering the medium at the rate $r_1-r_2$ and molecules at the rate $r_2$. While reverse reactions are negligible, $r_1=k_FN_0$. If each freed atom soon takes hydrogen from a second bond, then $r_2=r_1$ and

$$N=2k_FN_0t .$$

This line meets (3), written $N=At^{1/6}$, at

$$t_\times=\left(\frac{A}{2k_FN_0}\right)^{6/5}.$$

The one-sixth power can appear only well after $t_\times$.

## The limit of a finite gate

The medium ends at a thickness $L$. If its top is sealed, H$_2$ eventually fills it evenly. Then $N=2c_0L$, and (2) gives a ceiling,

$$N^3=2SL .$$

If the top removes H$_2$ but keeps atoms in, the late profile is nearly a straight line falling to zero at $x=L$. The molecular flux is $Dc_0/L$, and each molecule accounts for two bonds:

$$\frac12\frac{dN}{dt}=\frac{DS}{LN^2}
\quad\Rightarrow\quad N^2\,dN=\frac{2SD}{L}\,dt
\quad\Rightarrow\quad N^3\simeq\frac{6SDt}{L}.$$

The late power is then one third. So the same interface chemistry gives one sixth, zero or one third, depending on how far the hydrogen has travelled and what it meets.

## Removing the stress

Let the stress end at $t_s$, and suppose bonds no longer break and returning hydrogen is captured at once. Then $c_0=0$ for $t>t_s$. The uptake integral still holds, but receives contributions only from $s<t_s$, where $c_0=Cs^{-1/3}$:

$$N(t)=2C\sqrt{\frac D\pi}\int_0^{t_s}\frac{s^{-1/3}}{\sqrt{t-s}}\,ds
=2C\sqrt{\frac D\pi}\;t^{1/6}\int_0^{t_s/t}\frac{u^{-1/3}}{\sqrt{1-u}}\,du ,$$

with $s=tu$. Divide by the value at $t=t_s$ and write the rest time as $rt_s$, so that $t/t_s=1+r$:

$$\frac{N(t_s+rt_s)}{N(t_s)}=(1+r)^{1/6}\,I_{1/(1+r)}\!\left(\tfrac23,\tfrac12\right).$$

Here $I$ is the regularized incomplete beta function, the integral above divided by its value for upper limit 1. At $r=0$ the fraction is 1. After 1000 s of stress, the formula leaves 97.6% of the traps after 1 s of rest and 46.5% after 1000 s. Recovery is fastest at first, but little is regained in the first second: with the diffusivity used below, H$_2$ diffuses only about 1 nm in that time, while most of the hydrogen lies tens of nanometres away. Instant capture is a strong assumption. If H$_2$ had to find a broken bond at the encounter rate for that same diffusivity, given in the example below, about 93% of the traps would remain after 1000 s of rest.

## A device-sized example

Take 2 nm of oxide under a 100 nm gate, treated as one diffusion medium, stressed for 1000 s at about 8 MV/cm. The gate top is assumed sealed to atoms and molecules, and no hydrogen is allowed to enter the silicon below the interface. The round model parameters are

- $N_0=5\times10^{12}$ cm$^{-2}$, $\kappa=2\times10^{10}$ cm$^{-3}$ and $K=3\times10^{-7}$ cm$^3$;
- $D=10^{-14}$ cm$^2$/s for H$_2$ and $D_H=10^{-6}$ cm$^2$/s for atoms.

Here $K$ is an effective parameter, not the equilibrium constant of hydrogen gas. From these values,

$$S=(3\times10^{-7})(2\times10^{10})^2(5\times10^{12})^2=3\times10^{39}\ \mathrm{cm^{-7}},$$

and $\sqrt{Dt}=3.162\times10^{-6}$ cm, or 31.6 nm. Equation (3) gives

$$N=\left[2(1.4596)(3\times10^{39})(3.162\times10^{-6})\right]^{1/3}
=3.03\times10^{11}\ \mathrm{cm^{-2}}.$$

The effective depth is 46 nm.

To follow the reactions without assuming quasi-equilibrium, I integrated the full equations with finite volumes in space and an implicit method in time. With very fast reactions, few atoms and no loss of intact bonds, this gives the same $N$ to three digits and an exponent of 0.1666. Refining the grid changes $N$ by 0.005%.

For the device, I assume that recapture and pick-up have no barrier, so that they occur whenever an atom meets its target. Steady diffusion to a hemisphere of radius $a=0.3$ nm on a plane gives $k_R=k_a=2\pi D_Ha=1.885\times10^{-13}$ cm$^3$/s. Thus $k_F=\kappa k_R=3.77\times10^{-3}$ s$^{-1}$, and

$$2k_FN_0=3.77\times10^{10}\ \mathrm{cm^{-2}s^{-1}}.$$

Since (3) gives $9.57\times10^{10}$ cm$^{-2}$ at 1 s, $t_\times=(9.57/3.77)^{6/5}=3.1$ s. At 10 s the computed exponent is still 0.235. At 1000 s it is 0.161, with $N=2.91\times10^{11}$ cm$^{-2}$, 3.8% below (3).

These rates carry a hidden condition. Detailed balance fixes $k_b=k_a/(K\kappa)=3.1\times10^{-17}$ cm$^3$/s, about 17,000 times the rate $2\pi Da=1.9\times10^{-21}$ cm$^3$/s at which H$_2$ with $D=10^{-14}$ cm$^2$/s can reach a broken bond. The example therefore needs H$_2$ to move much faster near the interface than in the gate. Put the approach to a bond in series with $k_b$ and lower $k_a$ in the same ratio: a local diffusivity of $10^{-9}$ cm$^2$/s leaves the exponent at 1000 s at 0.161, and $10^{-12}$ cm$^2$/s gives 0.166. If the slow value held right up to the interface, pick-up would not be balanced at 1000 s: $N$ would be $1.5\times10^{11}$ cm$^{-2}$ with an exponent of 0.44.

Loss of intact bonds accounts for nearly all of this difference: when it is switched off with the other settings fixed, the device result lies within 0.1% of (3). Its effect can be estimated. Let $\theta=N/N_0$, here 0.058. Restoring $N_0-N$ in (2) multiplies $S$ by $(1-\theta)^2$. If the effective depth still grows as $\sqrt t$, then $N^3/(1-\theta)^2\propto\sqrt t$. Taking the logarithmic derivative, with $d\theta=\theta\,d\ln N$,

$$3n+\frac{2\theta}{1-\theta}\,n=\frac12
\quad\Rightarrow\quad n=\frac{1}{6+4\theta/(1-\theta)}\simeq0.160 .$$

If all traps carry one elementary charge $e$, the threshold shift is

$$\Delta V=\frac{eNt_{ox}}{\epsilon_{ox}}=27\ \mathrm{mV},$$

with $t_{ox}=2$ nm and $\epsilon_{ox}=3.9\,\epsilon_0$. This is an upper bound for this $N$, since some traps may be neutral at threshold. The same charge corresponds to a field $eN/\epsilon_{ox}=0.135$ MV/cm, or 1.7% of the applied field. The model ignores its effect on $k_F$.

## Where atomic hydrogen matters

Atoms are scarce: at 1000 s, $h_0=3.2\times10^{11}$ cm$^{-3}$ against $c_0=3.1\times10^{16}$ cm$^{-3}$. An evenly filled gate stores only $h_0L=3.2\times10^6$ atoms per cm$^2$, about $10^{-5}$ of $N$. But atoms are also fast. If the gate top removed them, a linear profile would carry

$$\frac{D_Hh_0}{L}=3.2\times10^{10}\ \mathrm{cm^{-2}s^{-1}},$$

whereas the traps grow at $nN/t=4.7\times10^7$ cm$^{-2}$s$^{-1}$. The hypothetical leak is nearly 700 times larger, so the sealed top is essential to this example. The estimate does not give the new trap density, because such a leak would change $h_0$ itself.

Atoms can also pair inside the gate. Two moving atoms have relative diffusivity $2D_H$; counting each pair once gives $4\pi D_Hah^2$ encounters per volume and time. Including this reaction and its reverse changes $N$ at 1000 s by 0.09%.

A deep medium gives another limit. Without pairing in the medium, and leaving out factors of order one, the ratio of hydrogen carried by atoms to that carried by molecules is

$$\frac{\sqrt{D_Ht}\,h_0}{2\sqrt{Dt}\,Kh_0^2}
=\frac{\sqrt{D_H/D}}{2Kh_0}.$$

Since $h_0\propto1/N\propto t^{-1/6}$, this ratio grows as $t^{1/6}$. Pairing inside a deep medium strengthens the role of atoms, because it removes them on the way and keeps their gradient steep. At the $h_0$ above, an atom near the interface pairs after about $1/(8\pi D_Hah_0)=4$ s, having diffused roughly 20 µm. The atomic flux, about $D_Hh_0/(20\ \mathrm{\mu m})=1.6\times10^8$ cm$^{-2}$s$^{-1}$, would already exceed the growth rate of the traps. With these parameters, a deep medium that allows pairing would therefore not follow (3) at 1000 s; the thin sealed gate does so because it holds few atoms and lets none escape.

Even in an unlimited medium without pairing, (3) is an intermediate law. It needs reactions that are already balanced and atoms that do not yet carry much of the hydrogen.

## Extrapolation and the real transistor

The gate has a crossing time $L^2/D=10^4$ s. At 1000 s a sealed gate without bond loss still gives an exponent of 0.1665. Hydrogen reflected at the top must travel $2L$ to reach the interface, and the corresponding diffusion factor is $e^{-(2L)^2/4Dt}=e^{-10}$. At $10^4$ s the exponent has dropped to 0.011, close to the ceiling $N=3.9\times10^{11}$ cm$^{-2}$. With a top open to H$_2$ and no bond loss, it is 0.337 at $10^6$ s, near the late limit of one third, but $N$ is then half of $N_0$. With bond loss the exponent stays near one third only between about $10^4$ and $10^5$ s; it is 0.255 at $10^6$ s and 0.08 at $10^8$ s.

Ten years of uninterrupted stress separates the cases. Equation (3) extrapolates to $2.5\times10^{12}$ cm$^{-2}$. Integrations with fast reactions and bond loss, but with transport by atomic hydrogen made negligible, give, in cm$^{-2}$,

- $1.9\times10^{12}$ for a deep medium;
- $3.7\times10^{11}$ for the sealed gate;
- $4.8\times10^{12}$ for the gate open to H$_2$, close to the loss of every bond.

If every trap were charged, the deep and open cases would correspond to 11% and 28% of the applied field, so the neglected effect on $k_F$ is no longer small there. A fit over the first 1000 s cannot distinguish these futures. Extrapolation with the one-sixth power requires a deep medium and few broken bonds throughout the interval, as well as the reaction and transport conditions above.

The bond density, layer thicknesses and field are rough values typical of a thin-oxide silicon transistor. The diffusivity of H$_2$ is not: it is an effective slow value chosen so that the model works on this time scale. In plain silica near 400 K the value is, very roughly, $10^{-9}$ cm$^2$/s. If the whole gate stack had this value, the crossing time would be 0.1 s, and the deep-medium law could not describe a 1000 s stress. The gate itself is not silica, so its own diffusivity would have to be known. Real oxides also trap holes. A constant trapped density of $10^{11}$ cm$^{-2}$, assumed here and added to $N$, lowers the apparent exponent to

$$0.161\times\frac{2.91}{2.91+1.00}=0.120 .$$

Real devices also show recovery that begins much sooner and spreads over many more decades of time than the formula above allows. A measured exponent near one sixth is thus compatible with molecular diffusion, but does not establish it.
